\section*{Grain-boundary resistivity of a metal from parallel delta-function planes, part 2}

How much resistivity do grain boundaries add to a metal line, given the reflection probability of one boundary and the mean distance between boundaries? The boundaries are infinite planes normal to $x$, with mean spacing $D$ and potentials $S\,\delta(x-x_n)$. The current flows along $x$, and the line has no outer surfaces. The electrons are free, with charge $-e$, mass $m$, Fermi wavenumber $k_F$ and Fermi velocity $v_F=\hbar k_F/m$. Bulk collisions are isotropic, with relaxation time $\tau$ and mean free path $l_0=v_F\tau$.

A plane either keeps or reverses $k_x$, so $\mu=|k_x|/k_F$ is conserved. With $\gamma=mS/\hbar^2$ and $s=\gamma^2/k_F^2$, one plane has transmission and reflection amplitudes $t$ and $r$, and reflects with probability $|r|^2=R(\mu)=s/(s+\mu^2)$. This is the delta law. $R$ without an argument means $R(1)$, so $s=R/(1-R)$.

In a field $\mathcal E$ along $x$ the occupation is $f_0+g$, where $f_0$ is the Fermi function. For irregular spacings without phase memory, the relaxation time $\tau^*$ of $g$ obeys
\begin{equation}
\frac1{\tau^*(\mu)}=\frac1\tau\left(1+\frac\alpha\mu\right),\qquad
\alpha=2\,\frac{l_0}{D}\,\frac{R}{1-R}. \label{start}
\end{equation}
The 2 arises because a reflection reverses $k_x$. The customary form without the 2, $\alpha=(l_0/D)R_c/(1-R_c)$, describes the same curve if
\begin{equation}
\frac{R_c}{1-R_c}=\frac{2R}{1-R}, \label{Rc}
\end{equation}
where $R_c$ is an average over directions, not the normal-incidence value.

Interference between planes multiplies the reflection rate by the structure factor
\begin{equation}
F=\frac{1-|\chi|^2}{|1-\chi|^2}, \label{structure}
\end{equation}
with $\chi=e^{2ik_xD-2k_x^2b_0^2}$ for independent Gaussian spacings of standard deviation $b_0$. Equation \eqref{start} takes $F=1$. In the numerical output, $b$ is $b_0$, and the checks of $F$ use rows of $N=1000$ planes with $\beta=\gamma/k_x$.

The bulk resistivity and conductivity are $\rho_0$ and $\sigma_0$; with planes they are $\rho$ and $\sigma$.

\subsection{Sum over directions}

The current density is $-e$ times the sum of $v_xg$ over states, with a factor 2 for spin. With $g=e\mathcal E v_x\tau^*\,\partial f_0/\partial\varepsilon$,
\begin{equation}
\sigma=2e^2\int\frac{d^3k}{(2\pi)^3}\,v_x^2\,\tau^*\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
\end{equation}
At low temperature the bracket is $\delta(\varepsilon-E_F)$. Use spherical coordinates about the $x$ axis. The azimuth gives $2\pi$, the two signs of $k_x$ give 2, and $dk=d\varepsilon/(\hbar v)$. Thus
\begin{equation}
\sigma=\frac{2e^2}{8\pi^3}\,(2\pi)(2)\,\frac{k_F^2}{\hbar v_F}\,v_F^2\int_0^1\mu^2\tau^*\,d\mu
=\frac{e^2k_F^2v_F}{\pi^2\hbar}\int_0^1\mu^2\tau^*\,d\mu .
\end{equation}
Without planes the integral is $\tau/3$. Using $v_F=\hbar k_F/m$ and the electron density $n=k_F^3/(3\pi^2)$, this gives $\sigma_0=ne^2\tau/m$, the Drude value. The ratio is
\begin{equation}
\frac{\rho_0}{\rho}=\frac{\sigma}{\sigma_0}=3\int_0^1\frac{\mu^2}{1+\alpha/\mu}\,d\mu
=3\int_0^1\frac{\mu^3}{\mu+\alpha}\,d\mu. \label{integral}
\end{equation}
Because $\mu^3+\alpha^3=(\mu+\alpha)(\mu^2-\alpha\mu+\alpha^2)$,
\begin{equation}
\frac{\mu^3}{\mu+\alpha}=\mu^2-\alpha\mu+\alpha^2-\frac{\alpha^3}{\mu+\alpha}.
\end{equation}
The terms integrate to $1/3$, $-\alpha/2$, $\alpha^2$ and $-\alpha^3\ln[(1+\alpha)/\alpha]$. The result is the Mayadas--Shatzkes function,
\begin{equation}
\boxed{\frac{\rho_0}{\rho}=3\left[\frac13-\frac\alpha2+\alpha^2-\alpha^3\ln\left(1+\frac1\alpha\right)\right]} \label{MS}
\end{equation}
with $\alpha$ from \eqref{start}.

For small $\alpha$, the bracket gives $\rho_0/\rho=1-3\alpha/2+O(\alpha^2)$, so
\begin{equation}
\frac{\rho}{\rho_0}\simeq1+\frac{3\alpha}2=1+3\,\frac{l_0}{D}\,\frac{R}{1-R}. \label{small}
\end{equation}
For large $\alpha$, expand $1/(\mu+\alpha)=1/\alpha-\mu/\alpha^2+\dots$ in \eqref{integral}:
\begin{equation}
\frac{\rho_0}{\rho}\simeq\frac3{4\alpha}-\frac3{5\alpha^2}
=\frac3{4\alpha}\left(1-\frac4{5\alpha}\right),\qquad
\frac\rho{\rho_0}\simeq\frac{4\alpha}3+\frac{16}{15}. \label{large}
\end{equation}
The leading part of $\rho$ is then $(8/3)\rho_0l_0\,s/D$. Since $\rho_0l_0=mv_F/(ne^2)$ contains no bulk scattering time, the planes alone set this part. The slope of $\rho/\rho_0$ against $\alpha$ goes from $3/2$ at small $\alpha$ to $4/3$ at large $\alpha$.

\subsection{Generalization: planes kept sharp}

The rate \eqref{start} spreads the planes evenly through the metal. In a real row the distribution varies between planes, and part of the voltage drops at each plane. To see what this changes, keep each plane as a sharp interface with its full $R(\mu)$.

At fixed total energy, the electrostatic potential drops out of the linear stationary equation. Let $h(x,\pm\mu)$ be the electrochemical potential of electrons moving right or left. Measure $x$ and, in this subsection, also $D$ in units of $l_0$. Bulk collisions conserve particles and drive $h$ toward its average over directions. With
\begin{equation}
p=\tfrac12[h(\mu)+h(-\mu)],\quad q=\tfrac12[h(\mu)-h(-\mu)],\quad
\langle\,\cdot\,\rangle=\int_0^1(\cdot)\,d\mu ,
\end{equation}
that average is $\langle p\rangle$, and
\begin{equation}
\mu h'(\mu)=-[h(\mu)-\langle p\rangle],\qquad
-\mu h'(-\mu)=-[h(-\mu)-\langle p\rangle].
\end{equation}
Half the sum and half the difference of these equations are
\begin{equation}
\mu q'=-(p-\langle p\rangle),\qquad \mu p'=-q. \label{pq}
\end{equation}
The particle current is proportional to $J=\langle\mu q\rangle$. The first equation gives $J'=0$, as it must. In the bulk, a gradient $-G$ gives $q=\mu G$ and $J=G/3$. With planes, $G=V/D$ is the mean gradient, where $V$ is the drop per period, and therefore $\rho/\rho_0=V/(3DJ)$.

Take equal spacings and a grain at $-D/2<x<D/2$. By symmetry $p$ is odd and $q$ is even about its centre. Let $P$ and $Q$ be their values at the right edge, so that they are $-P$ and $Q$ at the left edge. The next grain has the same values shifted by $-V$. Right-movers leaving the plane obey
\begin{equation}
-P+Q-V=[1-R(\mu)](P+Q)+R(\mu)(-P-Q-V).
\end{equation}
The right side equals $[1-2R(\mu)](P+Q)-R(\mu)V$. Collecting $Q$ on the left and the rest on the right,
\begin{equation}
2R(\mu)\,Q=[1-R(\mu)](2P+V)\quad\Rightarrow\quad \frac s{\mu^2}\,Q=P+\frac V2. \label{match}
\end{equation}
The condition for left-movers is the same by symmetry.

Limit of short grains, $D\ll1$. Integrating $\mu p'=-q$ across the grain gives $2\mu P=-\int q\,dx\simeq-DQ$, because $q$ changes little over a short grain except for grazing directions, which carry little current. Insert $P=-DQ/(2\mu)$ into \eqref{match} and multiply by $2\mu/D$:
\begin{equation}
Q\left(1+\frac{2s}{D\mu}\right)=\mu\,\frac VD .
\end{equation}
This is the bulk response $\mu G$ divided by $1+\alpha/\mu$, with $\alpha=2s/D$ in these units. The Mayadas--Shatzkes function is thus the limit $D\ll l_0$ of the incoherent model at any fixed $R<1$.

Limit of weak planes at any $D$. Multiply the second equation of \eqref{pq} by $\mu$ and average: $\langle\mu^2p\rangle'=-J$. As $J$ is constant and $p$ is odd, $\langle\mu^2P\rangle=-JD/2$. Now multiply \eqref{match} by $\mu^2$ and average, with $\langle\mu^2\rangle=1/3$:
\begin{equation}
s\langle Q\rangle=-\frac{JD}2+\frac V6\quad\Rightarrow\quad
\frac\rho{\rho_0}=\frac V{3DJ}=1+\frac{2s\langle Q\rangle}{DJ}.
\end{equation}
To first order in $s$, the last term may use the bulk shape $Q\propto\mu$, for which $\langle Q\rangle/J=(1/2)/(1/3)=3/2$. Restoring $l_0$ gives $1+3sl_0/D$, which is \eqref{small}.

Equations \eqref{pq} and \eqref{match} were also solved numerically with 48 directions in $0<\mu<1$. At $D/l_0=0.01$ and $\alpha=0.706$ the solution gives $\rho_0/\rho=0.5049$, and \eqref{MS} gives 0.5049. Halving $\alpha$ in \eqref{MS} would give 0.667, so the test rejects the form without the 2 when $R$ is the normal-incidence reflection probability of a delta plane. At $D/l_0=0.001$ and $R=0.15$ the two ratios agree to five digits. At $D/l_0=0.5$ and $s=10^{-4}$ the added resistivity is 0.9995 times the first-order value.

\subsection{A copper-like line}

Take rough, round parameters: $n=85\ \mathrm{nm^{-3}}$, $l_0=40$ nm, $D=20$ nm and $R=0.15$, at 300 K. Then
\begin{equation}
k_F=(3\pi^2n)^{1/3}=13.60\ \mathrm{nm^{-1}},\qquad v_F=1.575\times10^6\ \mathrm{m/s},
\end{equation}
and $\tau=l_0/v_F=25.4$ fs. The bulk resistivity is $\rho_0=m/(ne^2\tau)=1.644\ \mu\Omega\,$cm. For the planes,
\begin{equation}
s=\frac{0.15}{0.85}=0.1765,\qquad \alpha=2\times\frac{40}{20}\times0.1765=0.7059 .
\end{equation}
The barrier has $\gamma=k_F\sqrt s=5.714\ \mathrm{nm^{-1}}$ and strength $S=\hbar^2\gamma/m=0.435$ eV nm. Equation \eqref{MS} gives
\begin{equation}
\frac{\rho_0}\rho=3\,[0.3333-0.3529+0.4983-0.3104]=0.505 ,
\end{equation}
hence $\rho/\rho_0=1.98$ and $\rho=3.255\ \mu\Omega\,$cm, or about $3.3\ \mu\Omega\,$cm. By \eqref{Rc}, the form without the 2 needs $R_c=0.26$ to give the same resistivity. Inserting $R=0.15$ there would give $\rho/\rho_0=1.50$, about half the added resistivity.

With $l_0$ and $R$ held fixed, the grain size acts as follows.
\begin{center}
\begin{tabular}{cccc}
$D$ (nm) & $\alpha$ & $\rho/\rho_0$, \eqref{MS} & sharp planes\\
10 & 1.412 & 2.931 & 2.930\\
20 & 0.706 & 1.980 & 1.978\\
40 & 0.353 & 1.499 & 1.494\\
80 & 0.176 & 1.254 & 1.249
\end{tabular}
\end{center}
The sharp-plane resistivity is 0.15 percent below \eqref{MS} at 20 nm and about 0.4 percent below at 80 nm. The first difference is close to the 0.1 percent within which the numerical solution was tested, at 20 nm, by doubling the number of directions. At fixed $D=20$ nm, raising $R$ to 0.30 and 0.50 gives $\rho/\rho_0=3.34$ and 6.39.

\subsection{Where the result can fail}

Phase memory. With $l_0=40$ nm, an electron at normal incidence crosses a 20 nm grain without a bulk collision with probability $e^{-1/2}=0.61$, and crosses it and returns with probability $e^{-1}=0.37$. Bulk collisions thus erase the phase only in part, and incoherence is an assumption here. Summing the multiple reflections between two equal planes gives $t_{12}\propto t^2/(1-r^2e^{i\theta})$, where $\theta$ is the round-trip phase. Averaged over $\theta$, $|1-r^2e^{i\theta}|^2$ is $1+R(\mu)^2$. The resistance measure $(1-T_{12})/T_{12}$ then averages to
\begin{equation}
\frac{1+R(\mu)^2}{[1-R(\mu)]^2}-1=\frac{2R(\mu)}{[1-R(\mu)]^2}.
\end{equation}
This exceeds the incoherent sum $2R(\mu)/[1-R(\mu)]$ by the factor $1/[1-R(\mu)]=1+s/\mu^2$, which is 1.18 at normal incidence and 1.35 at 45 degrees. Giving every plane this factor raises $\rho$ by 17 percent. That figure presumes that an electron keeps its direction past many pairs with different phases, so that their resistances add in series. Here an electron meets on average only $l_0\mu/D=2\mu$ planes before a bulk collision changes its direction: two at normal incidence and fewer at oblique incidence. Averaging the transmission $T_{12}$ over $\theta$ instead gives $[1-R(\mu)]/[1+R(\mu)]$, whose resistance measure is exactly the incoherent sum. The effect thus depends on how the phases are averaged, and the 17 percent is neither a prediction for this line nor a bound.

Angular dependence. The Fermi wavelength, $2\pi/k_F=0.46$ nm, is comparable with atomic distances, so a real boundary need not follow the delta law. If $R(\mu)$ were 0.15 at all angles, $s/\mu^2$ would be replaced by $s$ and $\alpha/\mu$ by $\alpha\mu$. The resistivity would fall by 23.5 percent, because oblique electrons would be reflected less. The result, $\rho/\rho_0=1.52$, is within about 1 percent of the 1.50 given by the form without the 2. This is no accident: $3\int_0^1\mu^2\,d\mu/(1+\alpha\mu)$ gives $\rho/\rho_0\simeq1+3\alpha/4$ at small $\alpha$ and $2\alpha/3$ at large $\alpha$, which are the leading terms of \eqref{small} and \eqref{large} with $\alpha$ halved. Which form is appropriate thus depends on the angular law and on which reflection probability is meant.

Smaller effects. A spacing spread $b_0=5$ nm, inserted through $F$, changes $\rho$ by less than 0.001 percent. Thermal smearing of the Fermi function at 300 K, with $\tau$ and the chemical potential held fixed, changes it by about 0.003 percent.

Set beside real copper, the bulk value is close to the room-temperature resistivity of roughly $1.7\ \mu\Omega\,$cm, and grains of tens of nanometres are plausible in narrow lines. The first agreement is no test of the model, since a mean free path near 40 nm is itself usually inferred from the measured resistivity. The value of $R$ is a choice, not a property of copper. Real lines also have surfaces. In a film of thickness $w$ with diffuse surfaces and no grain boundaries, electrons leave a surface with no drift and recover it over a mean free path. With $c$ the cosine of the angle to the film normal,
\begin{equation}
\frac{\rho_0}\rho=\frac32\int_0^1dc\,(1-c^2)\,\frac1w\int_0^w dz\left[1-e^{-z/(l_0c)}\right].
\end{equation}
For $w=40$ nm this gives $\rho/\rho_0=1.46$. Simply adding the two increases, an untested approximation, would give about $4.0\ \mu\Omega\,$cm in place of 3.3 for such a film. A line is bounded on four sides and not on two, so with diffuse walls at the same width its surface contribution is considerably larger than this film value. An $R$ fitted to a measured line therefore depends on how its surfaces, boundary orientations and angular law are treated. The numerical output below lists the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough, copper-like)
electron density = 85.0 nm^-3
bulk mean free path l0 = 40.0 nm
mean plane spacing D = 20.0 nm
normal-incidence reflection R = 0.150
temperature = 300 K
INTERMEDIATE VALUES
Fermi wavenumber = 13.602 nm^-1
Fermi energy = 7.049 eV
Fermi velocity = 1.575 1e6 m/s
bulk relaxation time = 25.40 fs
s = R/(1-R) = 0.1765
gamma = 5.714 nm^-1
barrier strength S = 0.4354 eV nm
alpha = 0.7059
R_c giving same alpha without factor 2 = 0.2609
MAIN RESULT
bulk resistivity = 1.644 micro-ohm cm
rho0/rho = 0.5049; rho/rho0 = 1.9805
resistivity = 3.255 micro-ohm cm
same R, alpha without 2: rho/rho0 = 1.4991
GRAIN SIZE: D (nm), alpha, rho/rho0 formula, sharp planes
   10   1.4118   2.9314   2.9301
   20   0.7059   1.9805   1.9775
   40   0.3529   1.4991   1.4942
   80   0.1765   1.2540   1.2485
REFLECTION at example D: R, alpha, rho/rho0 formula, sharp planes
 0.05   0.2105   1.3017   1.3003
 0.15   0.7059   1.9805   1.9775
 0.30   1.7143   3.3371   3.3330
 0.50   4.0000   6.3923   6.3876
CHECKS
kx*D, kx*b, exact mean reflection/(N beta^2), structure factor
  2.0  0.35   0.1457   0.1470
  3.4  0.35   1.5811   1.5393
 10.0  1.50   0.9918   1.0089
D/l0=0.01, example alpha: sharp rho0/rho = 0.50493
D/l0=0.001, example R: sharp/formula rho0/rho = 1.00000
s=0.0001, example D: added resistivity/first order = 0.99945
NEGLECTED EFFECTS (example)
sharp planes: rho change = -0.15 %
coherent-pair factor, normal incidence = 1.1765
coherent-pair factor, 45 degrees = 1.3529
all pairs coherent: rho change = 17.3 %
angle-independent R: rho change = -23.5 %
spacing spread b = 5.0 nm: rho change = -0.0000 %
thermal smearing: rho change = -0.0027 %
diffuse 40 nm film, no planes: rho/rho0 = 1.4623
\end{verbatim}
